**Field-emission resonances from a direct solution and from Airy functions**

The program tests the law $E_n=\phi+a_n(\hbar^2F^2/2m)^{1/3}$ for the transmission peaks of a planar vacuum gap. Here $\phi$ is the sample work function, $F$ the force on the electron, $-a_n$ the $n$th zero of the Airy function Ai, and energies are measured from the sample Fermi level. A solution with 2000 flat potential slices, which uses no Airy functions, supplies the reference transmission. The program asserts that this agrees with the factorized Airy formula, that the six peaks lie at the predicted energies including a small prefactor shift, and that $E_n-\phi$ scales as $F^{2/3}$. It also asserts the peak heights, the unit phase average of the sample-side factor, and the recovery of $\phi$ and $F$ from straight-line fits. For $\phi=4.5$ eV and $F=3$ eV/nm, the fit against $(n-1/4)^{2/3}$ returns 4.514 eV and 2.990 eV/nm. Treating the force as constant at a fixed gap of 2.5 nm gives a false intercept of 2.50 eV. Conductance peaks lie 0.05 to 0.06 eV above the transmission peaks and give 4.57 eV.

## Program and output

```python
"""Field-emission resonances in a planar vacuum gap.

Result under test: at fixed force F the transmission of electrons at the
tip Fermi level peaks at
    E_n = phi + a_n u,   u = (hbar^2 F^2 / 2m)^(1/3),   Ai(-a_n) = 0,
    a_n ~ [(3 pi/2)(n - 1/4)]^(2/3),
so a plot of E_n against (n - 1/4)^(2/3) has the work function as intercept.

Symbols: phi, phi_tip  work functions of sample and tip (eV)
         W             inner-potential step at the sample surface (eV)
         E_F_tip       tip Fermi energy above its band bottom (eV)
         F             force on the electron in the gap (eV/nm)
         c             hbar^2 / 2m (eV nm^2)
Energies E are measured from the sample Fermi level.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

c = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
phi, phi_tip, W, E_F_tip = 4.5, 5.0, 12.0, 8.0
F_main, F_half = 3.0, 1.5
n = np.arange(1, 7)
a_n = -ai_zeros(6)[0]
abscissa = (n - 0.25) ** (2 / 3)
a_asymptotic = (1.5 * np.pi) ** (2 / 3) * abscissa


def energy_unit(F):
    return (c * F**2) ** (1 / 3)


def well_factor(E, F):
    """Sample-side factor S of the transmission."""
    u = energy_unit(F)
    Ai, dAi, _, _ = airy(-(E - phi) / u)
    Q = np.sqrt((E - phi + W) / u)
    return Q / (np.pi * (Q**2 * Ai**2 + dAi**2))


def barrier_factor(s, F):
    """Tip-side factor B for an electron s below the tip Fermi level."""
    u = energy_unit(F)
    _, _, Bi, dBi = airy((phi_tip + s) / u)
    P = np.sqrt((E_F_tip - s) / u)
    return 4 * P / (np.pi * (P**2 * Bi**2 + dBi**2))


def transmission_slices(E, F, slices=2000):
    """Direct solution with many flat potential slices, no Airy functions."""
    d = (E - phi + phi_tip) / F
    h = d / slices
    q = np.sqrt((E - phi + W) / c)
    p = np.sqrt(E_F_tip / c)
    psi = np.ones_like(E, dtype=complex)
    slope = -1j * q
    for j in range(slices):
        potential = phi + F * (j + 0.5) * h
        k = np.sqrt((E - potential) / c + 0j)
        cosine = np.cos(k * h)
        sine_over_k = h * np.sinc(k * h / np.pi)
        psi, slope = (psi * cosine + slope * sine_over_k,
                      -k**2 * sine_over_k * psi + slope * cosine)
    return 4 * q * p / np.abs(p * psi + 1j * slope) ** 2


def local_maxima(x, y):
    """Interior maxima on a uniform grid, refined by a parabola."""
    i = np.where((y[1:-1] > y[:-2]) & (y[1:-1] >= y[2:]))[0] + 1
    curvature = y[i - 1] - 2 * y[i] + y[i + 1]
    return x[i] + 0.5 * (x[1] - x[0]) * (y[i - 1] - y[i + 1]) / curvature


# Peaks of the directly computed transmission at two fields
peaks = {}
for F in (F_main, F_half):
    E_grid = phi + energy_unit(F) * np.linspace(1.6, 9.4, 2501)
    T_direct = transmission_slices(E_grid, F)
    T_airy = barrier_factor(0.0, F) * well_factor(E_grid, F)
    deviation = np.max(np.abs(T_direct / T_airy - 1))
    assert deviation < 1e-3          # slicing error, second order in width
    peaks[F] = local_maxima(E_grid, np.log(T_direct))
    assert len(peaks[F]) == 6
    if F == F_main:
        deviation_main = deviation

u = energy_unit(F_main)
E_airy = phi + a_n * u
E_asym = phi + a_asymptotic * u
prefactor_shift = u**3 / (4 * W * (E_airy - phi + W))
E_peak = peaks[F_main]
assert np.max(np.abs(E_peak - E_airy - prefactor_shift)) < 1e-4
assert np.max(np.abs(E_asym - E_airy) / (E_airy - phi)) < 0.01

# Scaling with the field
ratio = (E_peak - phi) / (peaks[F_half] - phi)
assert np.max(np.abs(ratio / 2 ** (2 / 3) - 1)) < 1e-3

# Peak height q/k and unit phase average of the sample-side factor
S_peak = well_factor(E_peak, F_main)
q_over_k = np.sqrt((E_peak - phi + W) / (E_peak - phi))
assert np.max(np.abs(S_peak / q_over_k - 1)) < 0.03
weighted = quad(lambda z: well_factor(phi + z * u, F_main) * np.sqrt(z),
                a_n[4], a_n[5])[0]
phase_average = weighted / ((a_n[5]**1.5 - a_n[4]**1.5) * 2 / 3)
assert abs(phase_average - 1) < 0.01

# Extraction of work function and force from the direct peaks
slope_fit, phi_fit = np.polyfit(abscissa, E_peak, 1)
F_fit = 2 * slope_fit**1.5 / (3 * np.pi * np.sqrt(c))
slope_zeros, phi_zeros = np.polyfit(a_n, E_peak, 1)
F_zeros = slope_zeros**1.5 / np.sqrt(c)
assert abs(phi_fit - phi) < 0.03 and abs(F_fit / F_main - 1) < 0.02
assert abs(phi_zeros - phi) < 0.002 and abs(F_zeros / F_main - 1) < 0.002

# Fixed gap: the force grows with the bias and the line fit misleads
d_fixed = 2.5
E_gap = np.array([phi + brentq(
    lambda e: e - a * energy_unit((e + phi_tip) / d_fixed), 0, 200)
    for a in a_n])
F_gap = (E_gap + phi_tip - phi) / d_fixed
phi_gap = np.polyfit(abscissa, E_gap, 1)[1]
phi_gap_corrected = np.polyfit(abscissa * F_gap ** (2 / 3), E_gap, 1)[1]
assert phi_gap < phi - 0.1
assert abs(phi_gap_corrected - phi) < 0.05

# Conductance: current summed over normal energies below the tip Fermi level
s = np.linspace(0, 2, 301)


def current(eV, d):
    F = ((eV + phi_tip - phi) / d)[:, None]
    integrand = s * barrier_factor(s, F) * well_factor(eV[:, None] - s, F)
    return simpson(integrand, x=s, axis=1)


bias = np.linspace(5.0, 12.0, 701)
gap = (bias + phi_tip - phi) / F_main
step = 0.005
conductance = (current(bias + step, gap) - current(bias - step, gap)) / (2 * step)
candidates = local_maxima(bias, conductance)
E_cond = np.array([candidates[np.argmin(np.abs(candidates - e))]
                   for e in E_peak])
assert np.all(np.abs(E_cond - E_peak) < 0.25 * np.gradient(E_peak))
phi_cond = np.polyfit(abscissa, E_cond, 1)[1]

print(f"hbar^2/2m = {c:.6f} eV nm^2")
print(f"sample work function phi = {phi:.2f} eV, tip = {phi_tip:.2f} eV")
print(f"inner-potential step W = {W:.1f} eV, tip Fermi energy = {E_F_tip:.1f} eV")
print(f"force F = {F_main:.2f} eV/nm, second force = {F_half:.2f} eV/nm")
print(f"Airy length l = {u / F_main:.4f} nm, Airy energy u = {u:.4f} eV")
print(f"tip barrier argument x_d = phi_tip/u = {phi_tip / u:.3f}")
print(f"tip-side factor B = {barrier_factor(0.0, F_main):.3e}")
print(f"largest relative deviation, direct T against B*S = {deviation_main:.1e}")
print("n, a_n, asymptotic a_n, (n-1/4)^(2/3):")
for i in range(6):
    print(f"  {n[i]}  {a_n[i]:.4f}  {a_asymptotic[i]:.4f}  {abscissa[i]:.4f}")
print("n, E_n in eV: direct peak, phi + a_n u, asymptotic law:")
for i in range(6):
    print(f"  {n[i]}  {E_peak[i]:.4f}  {E_airy[i]:.4f}  {E_asym[i]:.4f}")
print("n, prefactor shift in meV: direct, formula:")
for i in (0, 5):
    print(f"  {n[i]}  {1e3 * (E_peak[i] - E_airy[i]):.2f}"
          f"  {1e3 * prefactor_shift[i]:.2f}")
print("n, gap width in nm at resonance, peak S, q/k:")
for i in (0, 5):
    print(f"  {n[i]}  {(E_peak[i] + phi_tip - phi) / F_main:.3f}"
          f"  {S_peak[i]:.3f}  {q_over_k[i]:.3f}")
print(f"phase average of S between n=5 and n=6 = {phase_average:.4f}")
print(f"(E_n-phi) ratio for doubled F: n=1 {ratio[0]:.4f}, n=6 {ratio[5]:.4f},"
      f" 2^(2/3) = {2 ** (2 / 3):.4f}")
print(f"fit against (n-1/4)^(2/3): slope = {slope_fit:.4f} eV")
print(f"  work function = {phi_fit:.4f} eV, force = {F_fit:.4f} eV/nm")
print(f"fit against a_n: slope = {slope_zeros:.4f} eV")
print(f"  work function = {phi_zeros:.4f} eV, force = {F_zeros:.4f} eV/nm")
print(f"fixed gap {d_fixed:.2f} nm: E_1 = {E_gap[0]:.3f} eV, E_6 = {E_gap[5]:.3f} eV")
print(f"  force at n=1 = {F_gap[0]:.3f}, at n=6 = {F_gap[5]:.3f} eV/nm")
print(f"  intercept if F is taken as constant = {phi_gap:.3f} eV")
print(f"  intercept against [F_n (n-1/4)]^(2/3) = {phi_gap_corrected:.3f} eV")
print("n, conductance peak in eV, its shift from the transmission peak in eV:")
for i in range(6):
    print(f"  {n[i]}  {E_cond[i]:.3f}  {E_cond[i] - E_peak[i]:+.3f}")
print(f"work function read from conductance peaks = {phi_cond:.3f} eV")
print("all good")
```

Printed output:

```
hbar^2/2m = 0.038100 eV nm^2
sample work function phi = 4.50 eV, tip = 5.00 eV
inner-potential step W = 12.0 eV, tip Fermi energy = 8.0 eV
force F = 3.00 eV/nm, second force = 1.50 eV/nm
Airy length l = 0.2333 nm, Airy energy u = 0.6999 eV
tip barrier argument x_d = phi_tip/u = 7.144
tip-side factor B = 1.709e-11
largest relative deviation, direct T against B*S = 2.6e-06
n, a_n, asymptotic a_n, (n-1/4)^(2/3):
  1  2.3381  2.3203  0.8255
  2  4.0879  4.0818  1.4522
  3  5.5206  5.5172  1.9629
  4  6.7867  6.7845  2.4137
  5  7.9441  7.9425  2.8257
  6  9.0227  9.0214  3.2096
n, E_n in eV: direct peak, phi + a_n u, asymptotic law:
  1  6.1370  6.1365  6.1240
  2  7.3618  7.3613  7.3570
  3  8.3645  8.3640  8.3616
  4  9.2507  9.2502  9.2486
  5  10.0608  10.0603  10.0592
  6  10.8156  10.8152  10.8143
n, prefactor shift in meV: direct, formula:
  1  0.52  0.52
  6  0.39  0.39
n, gap width in nm at resonance, peak S, q/k:
  1  2.212  2.857  2.886
  6  3.772  1.703  1.703
phase average of S between n=5 and n=6 = 1.0005
(E_n-phi) ratio for doubled F: n=1 1.5877, n=6 1.5875, 2^(2/3) = 1.5874
fit against (n-1/4)^(2/3): slope = 1.9629 eV
  work function = 4.5136 eV, force = 2.9899 eV/nm
fit against a_n: slope = 0.6999 eV
  work function = 4.5006 eV, force = 2.9999 eV/nm
fixed gap 2.50 nm: E_1 = 5.985 eV, E_6 = 14.545 eV
  force at n=1 = 2.594, at n=6 = 6.018 eV/nm
  intercept if F is taken as constant = 2.501 eV
  intercept against [F_n (n-1/4)]^(2/3) = 4.509 eV
n, conductance peak in eV, its shift from the transmission peak in eV:
  1  6.196  +0.059
  2  7.418  +0.057
  3  8.420  +0.055
  4  9.305  +0.054
  5  10.114  +0.054
  6  10.869  +0.053
work function read from conductance peaks = 4.574 eV
all good
```
